# Low-temperature heat conductance across a line boundary in a two-dimensional sheet, part 2

A flat sheet in the $xy$ plane has a boundary along $x=0$. $G$ is the phonon heat conductance per length of boundary, in W/(m K), between the temperatures of the arriving phonons. The question is when $G\propto T^{3/2}$ at low temperature. Sheet and boundary are harmonic; SI units are used.

The sheet has out-of-plane displacement $w$, mass per area $\rho$, bending rigidity $\kappa$, two-dimensional stretching modulus $Y$ and Poisson ratio $\nu$. The bending energy per area in section 2, $\tfrac12\kappa(\nabla^2w)^2$, gives the plate equation $\rho\ddot w=-\kappa\nabla^4w$. With wave vector $\mathbf q=(q_x,q_y)$ of length $q$ and angular frequency $\omega$, flexural waves obey $\omega=\alpha q^2$, $\alpha=\sqrt{\kappa/\rho}$. In-plane waves obey $\omega=cq$, with longitudinal and transverse speeds

$$c_L=\sqrt{\frac{Y}{(1-\nu^2)\rho}},\qquad c_T=\sqrt{\frac{Y}{2(1+\nu)\rho}} .$$

$n$ is the Bose function, $x=\hbar\omega/k_BT$ in thermal integrals, and $\tau$ the transmitted energy fraction averaged over channels (values of $q_y$). Each branch contributes

$$G=\frac{1}{2\pi^2}\int_0^\infty d\omega\;q(\omega)\,\tau(\omega)\,\hbar\omega\,\frac{\partial n}{\partial T}. \tag{1}$$

For constant $\tau$, and $k_BT$ far below the top of the branch (the assumption of section 4),

$$G_{\rm flex}=\frac{\tau k_B}{2\pi^2\sqrt\alpha}\left(\frac{k_BT}{\hbar}\right)^{3/2}I_{5/2},\qquad I_{5/2}=\frac{15\sqrt\pi}{8}\,\zeta(\tfrac52)=4.458, \tag{4}$$

$$G_{\rm lin}=\frac{\tau k_B}{2\pi^2c}\left(\frac{k_BT}{\hbar}\right)^{2}I_3,\qquad I_3=6\,\zeta(3)=7.212. \tag{5}$$

For the sum $G=aT^{3/2}+bT^2$ the local exponent is

$$\frac{d\ln G}{d\ln T}=\frac{\tfrac32aT^{3/2}+2bT^2}{aT^{3/2}+bT^2}, \tag{6}$$

where $a$ and $b$ are coefficients; in the example below, $a$ is the lattice constant.

A tension $\sigma$ (force per length) changes the flexural branch (section 7) and restores the $T^2$ law well below $T_\sigma$:

$$\omega^2=\alpha^2q^4+\frac\sigma\rho\,q^2. \tag{7}$$

$$T_\sigma=\frac{\hbar\sigma}{\rho\alpha k_B}. \tag{8}$$

In section 6 the far side has only linear branches at low frequency, with lowest speed $c$. A uniform boundary conserves $q_y$, so flexural waves with $|q_y|>\omega/c$ are totally reflected, and the upper limit on their contribution follows $T^2$.

## 9. When is the transmission of flexural waves constant?

The plate equation without tension contains no length other than the wavelength. Suppose that two such plates are joined rigidly. Displacement, slope, bending moment and shear force are continuous, and these conditions contain no length either. The wave numbers on both sides grow as $\sqrt\omega$, so their ratio is fixed. Measuring distance in units of $1/q$ removes the frequency from the whole problem. At a given angle, the transmission is then independent of frequency.

A joint with a length of its own behaves differently. Take the same plate on both sides and a massless joint that bends like a torsion spring of stiffness $K$ per length. At normal incidence the bending moment is $\kappa w''$, and it produces a slope jump $\Delta=\kappa w''/K=\ell w''$ with $\ell=\kappa/K$. The joint is as compliant as an extra strip of sheet of width $\ell$ under the same moment. Displacement, moment and shear force are continuous, hence so are $w$, $w''$ and $w'''$.

At fixed frequency $w''''=q^4w$, which has the solutions $e^{\pm iqx}$ and $e^{\pm qx}$. For a wave arriving from the left,

$$w=e^{iqx}+r\,e^{-iqx}+d\,e^{qx}\;(x<0),\qquad w=s\,e^{iqx}+d'e^{-qx}\;(x>0).$$

Continuity of $w$ and of $w''/q^2$ gives

$$1+r+d=s+d',\qquad -1-r+d=-s+d' .$$

Their sum gives $d=d'$ and their difference $r=s-1$. Continuity of $w'''/q^3$ reads

$$-i+ir+d=-is-d .$$

Inserting $r=s-1$ gives $2d=2i-2is$, so $d=i(1-s)$. The slope jump is

$$\frac\Delta q=(is-d)-(i-ir+d)=2is-2i-2d=-4i(1-s),$$

and at the joint $w''/q^2=-s+d=-s+i(1-s)$. The condition $\Delta=\ell w''$ becomes

$$-4i(1-s)=q\ell\,[-s+i(1-s)]\quad\Rightarrow\quad s=ig(1-s),\qquad g=1+\frac{4}{q\ell}.$$

Hence $s=ig/(1+ig)$ and $r=-1/(1+ig)$. The plate is the same on both sides, so the transmitted energy fraction is

$$|s|^2=\frac{g^2}{1+g^2},\qquad |r|^2=\frac{1}{1+g^2}. \tag{9}$$

The two add up to one, as energy conservation requires.

For $q\ell\gg1$ the joint acts as a free hinge and transmits one half. For $q\ell\ll1$ the wave does not notice the joint and all of its energy passes. Using (9) as the transmission of every channel, both limits give $T^{3/2}$, with prefactors that differ by a factor of two. At oblique angles the matching involves a Gaussian-curvature term, $-\kappa(1-\nu_b)(w_{xx}w_{yy}-w_{xy}^2)$, which was left out of the energy in section 2 because it does not change the bulk equation. It sets the Poisson ratio $\nu_b$ that appears in the bending moment and edge force; for a one-atom sheet $\nu_b$ need not equal the in-plane $\nu$. For small $\nu_b$ the normal-incidence value overstates the difference, because a hinge passes more at most oblique angles, though not close to grazing incidence. Matching at every angle, with a Poisson ratio of 0.2 in the bending moment and edge force, gives $\tau\approx0.75$ for a free hinge, so the prefactors then differ by a factor of about $4/3$. This value depends on $\nu_b$: it is 0.79 for $\nu_b=0$, 0.62 for 0.5 and 0.33 for $\nu_b=1$, the case without the Gaussian-curvature term. In between, the transmission falls with frequency. The ratio $G/T^{3/2}$ is a weighted mean of the transmission at frequencies $xk_BT/\hbar$ with fixed weights in $x$, so it falls as $T$ rises. The local exponent is then below $\tfrac32$.

## 10. The example: a suspended hBN monolayer

The sheet is a free monolayer of hexagonal boron nitride crossed by a grain boundary. The material parameters are rough typical values: lattice constant $a=0.25$ nm, mass 24.8 u per unit cell, $\kappa=1.0$ eV, $Y=280$ N/m and $\nu=0.2$. The transmission $\tau=0.5$ for all three branches is a chosen model value that illustrates the power laws; it does not describe a particular grain boundary. A narrow joint between like sheets can pass much more: the bending joint of section 9 with $\ell=1$ nm, matched at every angle with $\nu_b=0.2$, has a thermally weighted flexural transmission of 0.93 at 10 K (0.89 for $\nu_b=0.5$).

The cell area is $\sqrt3a^2/2$, which gives $\rho=7.61\times10^{-7}$ kg/m². Then $\alpha=\sqrt{\kappa/\rho}=4.59\times10^{-7}$ m²/s, $c_L=19.6$ km/s and $c_T=12.4$ km/s.

At 10 K, $k_BT/\hbar=1.309\times10^{12}$ s⁻¹. Equation (4) gives

$$G_{\rm flex}=\frac{0.5\,k_B}{2\pi^2}\cdot\frac{(1.309\times10^{12}\ {\rm s^{-1}})^{3/2}}{(4.59\times10^{-7}\ {\rm m^2/s})^{1/2}}\cdot4.458=3.45\ {\rm nW/(\mu m\,K)} .$$

For the two in-plane branches together, (5) gives

$$G_{\rm in}=\frac{0.5\,k_B}{2\pi^2}\left(\frac1{c_L}+\frac1{c_T}\right)(1.309\times10^{12}\ {\rm s^{-1}})^2\cdot7.212=0.570\ {\rm nW/(\mu m\,K)} .$$

The conductances below are in nW/(µm K).

| $T$ (K) | flexural | in-plane | total | exponent |
|---|---|---|---|---|
| 2 | 0.308 | 0.023 | 0.331 | 1.53 |
| 5 | 1.219 | 0.142 | 1.361 | 1.55 |
| 10 | 3.448 | 0.570 | 4.018 | 1.57 |

From 5 to 10 K the flexural part grows by $3.448/1.219=2.83=2^{3/2}$ and the in-plane part by a factor of 4. The local exponent at 10 K follows from (6): $(1.5\times3.448+2\times0.570)/4.018=1.57$. The total is thus not a pure power, even at 2 K.

With a nominal thickness of 0.33 nm, the total at 10 K corresponds to 12 MW/(m² K). This conversion depends on the thickness convention; the conductance per length does not.

The power laws were also tested by summing the flux over $q_x$ and $q_y$ on one fixed grid, with $\partial n/\partial T$ taken as a finite difference. Between 5 and 10 K the sums gave exponents of 1.5000 for the flexural branch and 1.9998 for a linear one.

**Formal crossing.** The ratio $G_{\rm in}/G_{\rm flex}=0.570/3.448=0.1653$ at 10 K grows as $\sqrt T$. It would reach one at $10\ {\rm K}/0.1653^2\approx366$ K. Section 11 shows that the low-temperature formulas do not hold there, so this is not a predicted crossing.

**Blocked case.** Let the far side carry a single linear branch of speed $c_T$, as in section 6, and let every permitted flexural wave pass. At 10 K the direct sum gives 0.70 nW/(µm K), with an exponent of 1.998 between 5 and 10 K; the departure from 2 comes from the finite grid. The same flexural source with full transmission in all channels would give 6.90 nW/(µm K). Conservation of $q_y$ alone thus removes about nine tenths of the flexural conductance.

## 11. What the example neglects

**Residual tension.** A biaxial strain $\varepsilon$ produces $\sigma=Y\varepsilon/(1-\nu)$. For $\varepsilon=10^{-4}$ this is 0.035 N/m, and $T_\sigma=0.77$ K. Relative to the tension-free sheet with the same $\tau$, the flexural conductance falls by 5.8 % at 2 K and by 1.3 % at 10 K. Its exponent rises to 1.55 and 1.51. At $T_\sigma/1000$ the computed exponent is 2.000, as section 7 requires.

**Lattice dispersion.** A bending model on a triangular lattice shows the size of this effect. It is not a fitted phonon spectrum of hBN. With $\boldsymbol\delta_j$ the three nearest-neighbour vectors at $0°$, $60°$ and $120°$,

$$\omega=\frac{4\alpha}{3a^2}\sum_{j=1}^3\left[1-\cos(\mathbf q\cdot\boldsymbol\delta_j)\right]\approx\alpha q^2\left(1-\frac{q^2a^2}{16}\right).$$

The expansion uses $\sum_j(\mathbf q\cdot\boldsymbol\delta_j)^2=\tfrac32q^2a^2$ and $\sum_j(\mathbf q\cdot\boldsymbol\delta_j)^4=\tfrac98q^4a^4$. At a given frequency $q$ is slightly larger than in the continuum, so there are more channels. The leading relative correction to $q$ is $a^2\omega/(32\alpha)$, which makes the relative correction to $G$ proportional to $T$. Summed over the whole Brillouin zone, the model gives a flexural conductance 0.3 % above the continuum value at 2 K and 1.8 % above it at 10 K.

The model also has a highest frequency. With $\phi_j=\mathbf q\cdot\boldsymbol\delta_j$ and $\boldsymbol\delta_3=\boldsymbol\delta_2-\boldsymbol\delta_1$,

$$0\le|1+e^{i\phi_1}+e^{i\phi_2}|^2=3+2\sum_j\cos\phi_j ,$$

so the sum of cosines is at least $-\tfrac32$. The value is reached at $\phi_1=120°$, $\phi_2=240°$. Hence $\omega_{\max}=6\alpha/a^2=4.4\times10^{13}$ s⁻¹, which equals $k_BT/\hbar$ at about 340 K. The formal crossing at 366 K lies above this, where the assumption of section 4 has failed.

**Thermal ripples.** Bending also stretches the sheet. For a strain pattern of wave vector $\mathbf k$ along $x$, in-plane motion can relax $\sigma_{xx}$ and $\sigma_{xy}$. It cannot change $\varepsilon_{yy}=\tfrac12(\partial_yw)^2$, which therefore costs $\tfrac12Y\varepsilon_{yy}^2$ per area. With $w=\sum_{\mathbf p}w_{\mathbf p}e^{i\mathbf p\cdot\mathbf r}$ the energy per area is

$$\frac Y8\sum_{\mathbf k\ne0}|F_{\mathbf k}|^2,\qquad F_{\mathbf k}=\sum_{\mathbf p}(\mathbf p\times\hat{\mathbf k})^2\,w_{\mathbf p}w_{\mathbf k-\mathbf p}.$$

The term $\mathbf k=0$ is absent because the edges are free to move in. To lowest order, keep one amplitude $w_{\mathbf q}$ and average over the others. It enters $F_{\mathbf k}$ twice, as $\mathbf p=\mathbf q$ and $\mathbf p=\mathbf k-\mathbf q$, which gives a factor 4 in $|F_{\mathbf k}|^2$. Comparison with the bending energy $\tfrac12\kappa\sum_{\mathbf q}q^4|w_{\mathbf q}|^2$ yields

$$\delta\kappa\,q^4=Y\sum_{\mathbf k}(\mathbf q\times\hat{\mathbf k})^4\langle|w_{\mathbf k-\mathbf q}|^2\rangle,\qquad \langle|w_{\mathbf p}|^2\rangle=\frac{k_BT}{S\kappa p^4}.$$

The second formula is classical equipartition in an area $S$. Replace the sum by $S\int d^2k/4\pi^2$, set $k=qu$ and let $\phi$ be the angle between $\mathbf k$ and $\mathbf q$:

$$\delta\kappa=\frac{Yk_BT}{\kappa q^2}\,C,\qquad C=\frac{1}{4\pi^2}\int_0^\infty u\,du\int_0^{2\pi}\frac{\sin^4\phi\,d\phi}{(1+u^2-2u\cos\phi)^2}.$$

For $u<1$, the imaginary part of $e^{i\phi}/(1-ue^{i\phi})=\sum_{m\ge1}u^{m-1}e^{im\phi}$ is $\sin\phi/(1+u^2-2u\cos\phi)$. Multiplying by $\sin\phi$ gives

$$\frac{\sin^2\phi}{1+u^2-2u\cos\phi}=\frac12+\frac u2\cos\phi-\frac{1-u^2}{2}\sum_{m\ge2}u^{m-2}\cos m\phi .$$

The integral of its square is $\tfrac\pi2+\tfrac\pi4[u^2+(1-u^2)]=\tfrac{3\pi}4$. For $u>1$, taking $u^4$ out of the denominator gives $3\pi/(4u^4)$. Each radial range contributes a factor $\tfrac12$, so $C=3/(16\pi)=0.0597$; direct quadrature gives the same value.

The stiffening is 3.2 % of $\kappa$ at $q=\sqrt{k_BT/\hbar\alpha}$. Since $\delta\kappa\,q^4\propto Tq^2$, it acts in (7) like a tension proportional to $T$. The ratio $T_\sigma/T$ is then fixed, so the prefactor changes and the exponent does not. In this estimate the flexural conductance falls by 0.6 % at both 2 and 10 K. The estimate fails at very small $q$, where $\delta\kappa$ is no longer small. Classical equipartition is also rough where $\hbar\omega\approx k_BT$: with the Bose occupation the thermal stiffening at the same $q$ is 1.7 %, and the conductance falls by 0.3 %. Zero-point ripples are omitted. Counting bending waves up to the zone edge, they would add about 4 to 5 % to $\kappa$ at these wave numbers with the quadratic dispersion (about 5 to 6 % with the lattice dispersion above), more than the thermal part, but with only a logarithmic dependence on $q$.

**A frequency-dependent boundary.** Replace $\tau=0.5$ for flexural waves by (9) with $\ell=10$ nm, using the normal-incidence value at all angles as an estimate. At $q=\sqrt{k_BT/\hbar\alpha}$ the transmission is 0.70 at 2 K and 0.60 at 10 K. The flexural exponent drops to 1.41 and 1.44. For small $\nu_b$ the estimate exaggerates the effect: matching at every angle, as mentioned in section 9, gives 1.46 and 1.48 for $\nu_b=0.2$, and 1.44 and 1.46 for $\nu_b=0.5$. The shift is then comparable to that caused by the residual strain above, and has the opposite sign.

## 12. The model beside real sheets

The elastic parameters are of the size usual for monolayer hBN. The transmission is not a known property of a particular grain boundary, and the conductance scales with it. A substrate under the sheet breaks the assumption of free flexural motion. If a rigid support removes the flexural part completely and leaves the in-plane part unchanged, the conductance at 10 K falls from 4.0 to 0.57 nW/(µm K), a factor of seven, and follows $T^2$. Suspended sheets can be strained by their clamps. Since $T_\sigma$ is proportional to strain, a strain of $10^{-3}$ would raise it to about 8 K, and the $T^{3/2}$ range of the example would largely be lost.

A clean test of the $T^{3/2}$ law in a suspended sheet therefore calls for $T\gg T_\sigma$, a small in-plane share, and a boundary whose transmission varies little over the thermal frequencies. An exponent near $\tfrac32$ is not proof that these conditions hold. With the soft joint of section 11 and no tension, the falling transmission and the in-plane part nearly cancel. The total exponent at 5 K is 1.51 when the joint is matched at every angle with $\nu_b=0.2$, and 1.48 with the normal-incidence estimate. The sheet must also be much larger than the thermal wavelengths. For flexural waves, $2\pi\sqrt{\hbar\alpha/k_BT}$ is 8.3 nm at 2 K and 3.7 nm at 10 K. For in-plane waves, $2\pi\hbar c/k_BT$ is much longer: about 300 nm (transverse) and 470 nm (longitudinal) at 2 K, and a fifth of that at 10 K. The formula for the total therefore needs a larger sheet than the flexural law alone. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
lattice constant 0.25 nm, cell mass 24.8 u
bending rigidity 1.0 eV, stretching modulus 280 N/m
Poisson ratio 0.2, transmission 0.5
mass per area 7.608e-07 kg/m^2
flexural coefficient alpha 4.589e-07 m^2/s
speeds: longitudinal 19.58, transverse 12.38 km/s
Bose integrals: flexural 4.4582, linear 7.2123
thermal frequency kB T/hbar at 10 K 1.3092e+12 rad/s
T = 2 K: thermal flexural q 0.755 1/nm, wavelength 8.32 nm
  G flexural 0.3084, in-plane 0.0228 nW/(um K)
  G total 0.3312 nW/(um K), local exponent 1.534
T = 5 K: thermal flexural q 1.194 1/nm, wavelength 5.26 nm
  G flexural 1.2190, in-plane 0.1425 nW/(um K)
  G total 1.3615 nW/(um K), local exponent 1.552
T = 10 K: thermal flexural q 1.689 1/nm, wavelength 3.72 nm
  G flexural 3.4478, in-plane 0.5699 nW/(um K)
  G total 4.0177 nW/(um K), local exponent 1.571
nominal thickness 0.33 nm
G total at 10 K per area 12.17 MW/(m^2 K)
formal crossing of flexural and in-plane parts 366 K
exponents from flux sums, 5 to 10 K: flexural 1.5000, linear 1.9998
flux average of cos^2 transmission 0.6667
blocked flexural source: exponent 1.998
  G at 10 K, all permitted waves passing 0.6986 nW/(um K)
  same source, full transmission 6.8956 nW/(um K)
strain 1e-04: tension 0.0350 N/m, T_sigma 0.766 K
  T = 2 K: flexural G with/without tension 0.9418, exponent 1.554
  T = 10 K: flexural G with/without tension 0.9866, exponent 1.513
  exponent at T_sigma/1000: 2.0000
lattice/continuum flexural G: 2 K 1.0033, 10 K 1.0176
lattice exponent, 2 to 4 K 1.5049
ripple coefficient 0.05968, 3/(16 pi) = 0.05968
ripple stiffening of kappa at thermal q 3.15 percent
flexural G with/without ripples: 2 K 0.9943, 10 K 0.9943
soft joint length 10 nm
  T = 2 K: transmission at thermal q 0.701, flexural exponent 1.411
  T = 10 K: transmission at thermal q 0.605, flexural exponent 1.441
```
